# Why a 90 nm oxide makes graphene visible in green light: test program

```python
# RESULT UNDER TEST: a sheet of dimensionless conductivity s = Z0*sigma on a stack
# with bare reflection amplitude r0 changes the reflectance R0 to R, with contrast
#   C = (R0 - R)/R0 = Re(s*E0**2/r0) to first order in s,   E0 = 1 + r0,
# where E0 is the field at the sheet plane per unit incident field.
# Graphene: s = pi*alpha. Time factor exp(-i*omega*t); lengths in nm.
# u = sine of the angle of incidence in air; pol = 's' or 'p'.
# Independent road: numerical integration of Maxwell's equations through the layers.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

LAM = 550.0
K = 2 * np.pi / LAM
N_OX, N_SI = 1.46, 4.08 + 0.03j          # rough typical values in the green
D_OX = 90.0
S = np.pi * const.fine_structure


def admittance(n, u, pol):
    cosine = np.sqrt(1 - (u / n) ** 2 + 0j)
    return n * cosine if pol == 's' else n / cosine


def sheet_r(d, s, lam=LAM, u=0.0, pol='s', n_layer=N_OX, n_sub=N_SI):
    """Reflection amplitude of sheet / layer of thickness d / substrate."""
    y0, y1, y2 = (admittance(n, u, pol) for n in (1.0, n_layer, n_sub))
    beta = 2 * np.pi / lam * d * np.sqrt(n_layer ** 2 - u ** 2 + 0j)
    e = np.cos(beta) - 1j * np.sin(beta) * y2 / y1
    h = y2 * np.cos(beta) - 1j * np.sin(beta) * y1
    y = h / e
    return (y0 - y - s) / (y0 + y + s)


def contrast(d, s=S, **kw):
    return 1 - abs(sheet_r(d, s, **kw)) ** 2 / abs(sheet_r(d, 0.0, **kw)) ** 2


def maxwell(layers, n_sub=N_SI, u=0.0, pol='s'):
    """Integrate tangential E and H upward from the substrate surface.
    layers: (in-plane eps, normal eps, thickness), lowest first.
    Returns r, field at top, field at substrate, fluxes at the interfaces."""
    state = np.array([1.0, admittance(n_sub, u, pol)], dtype=complex)
    states = [state]
    for eps_par, eps_perp, thick in layers:
        if pol == 's':
            a, b = 1.0, eps_par - u ** 2
        else:
            a, b = 1 - u ** 2 / eps_perp, eps_par
        sol = solve_ivp(lambda z, f: np.array([1j*K*a*f[1], 1j*K*b*f[0]]),
                        (0.0, -thick), state, method='DOP853',
                        rtol=1e-11, atol=1e-13)
        assert sol.success
        state = sol.y[:, -1]
        states.append(state)
    y0 = admittance(1.0, u, pol)
    incident = (state[0] + state[1] / y0) / 2
    r = (state[0] - state[1] / y0) / 2 / incident
    flux = [(f[0] * np.conj(f[1])).real / (y0.real * abs(incident) ** 2)
            for f in states]
    return r, state[0] / incident, 1 / incident, flux


def film(s, thick=0.001):
    return (1 + 1j * s / (K * thick), 1.0, thick)


def maxwell_contrast(layers, top, **kw):
    r_bare = maxwell(layers, **kw)[0]
    r_film = maxwell(layers + [top], **kw)[0]
    return 1 - abs(r_film) ** 2 / abs(r_bare) ** 2


oxide = (N_OX ** 2, N_OX ** 2, D_OX)
stacks = {0.0: [], D_OX: [oxide]}

# --- sheet formula, field and energy account against Maxwell integration
account = {}
for d, layers in stacks.items():
    r0 = sheet_r(d, 0.0)
    e0 = 1 + r0
    bare = maxwell(layers)
    covered = maxwell(layers + [film(S)])
    c_num = 1 - abs(covered[0]) ** 2 / abs(bare[0]) ** 2
    assert abs(c_num - contrast(d)) < 1e-5
    assert abs(bare[1] - e0) < 1e-7
    absorbed = covered[3][-1] - covered[3][-2]
    assert abs(absorbed - S * abs(e0 / (1 + S * e0 / 2)) ** 2) < 1e-5
    flux_ratio = covered[3][-2] / bare[3][-1]
    assert abs(flux_ratio - 1 / abs(1 + S * e0 / 2) ** 2) < 1e-5
    gain = e0 ** 2 / r0
    account[d] = dict(r0=r0, e0=e0, c=c_num, lin=S * gain.real, gain=gain,
                      absorbed=absorbed, d_r=abs(covered[0])**2-abs(bare[0])**2,
                      d_t=covered[3][-2] - bare[3][-1], e_si=abs(bare[2]) ** 2)
for pol in 'sp':
    c_num = maxwell_contrast([oxide], film(S), u=0.6, pol=pol)
    assert abs(c_num - contrast(D_OX, u=0.6, pol=pol)) < 1e-5

# --- first-order law: its error must be of second order in s
bare_si, oxidized = account[0.0], account[D_OX]
errors = [contrast(D_OX, s) - s * oxidized['gain'].real for s in (S, S / 10)]
assert 90 < errors[0] / errors[1] < 110
assert abs(bare_si['lin'] / bare_si['c'] - 1) < 0.03

# --- quarter-wave optimum, half-wave equivalence
quarter = LAM / (4 * N_OX)
scan = np.arange(0.0, 170.0, 0.1)
c_scan = np.array([contrast(d) for d in scan])
best = scan[c_scan.argmax()]
assert abs(best - quarter) < 1.0
good = scan[c_scan > 0.05]
half = (N_OX ** 2, N_OX ** 2, 2 * quarter)
c_half = maxwell_contrast([half], film(S))
assert abs(c_half - bare_si['c']) < 1e-5

# --- separating the causes: strong field alone, dim background alone
gap = LAM / 4
r_lifted = maxwell([(1.0, 1.0, gap)])[0]
c_lifted = maxwell_contrast([(1.0, 1.0, gap)], film(S))
assert abs(abs(r_lifted) - abs(bare_si['r0'])) < 1e-7
rho = abs(oxidized['r0'])
n_dim = (1 + rho) / (1 - rho)
c_dim = maxwell_contrast([], film(S), n_sub=n_dim)
assert abs(c_lifted - contrast(gap, n_layer=1.0)) < 1e-5
assert c_lifted > 0.05 and c_dim < 0
field_gain = abs(oxidized['e0'] / bare_si['e0']) ** 2
dim_gain = abs(bare_si['r0'] / oxidized['r0'])
assert field_gain > dim_gain > 1


def phase_factor(a):
    return np.cos(2 * np.angle(a['e0']) - np.angle(a['r0']))


# --- graphene conductivity from a tight-binding sum over the Brillouin zone
# energies in units of the hopping, lengths in bond lengths, sigma in e^2/hbar
GRID = 2400
p = 2 * np.pi * (np.arange(GRID) + 0.5) / GRID
p1, p2 = p[:, None], p[None, :]
kx, ky = (p1 + p2) / 3, (p1 - p2) / np.sqrt(3)
bonds = [(1.0, 0.0), (-0.5, np.sqrt(3) / 2), (-0.5, -np.sqrt(3) / 2)]
f_sum = sum(np.exp(1j * (kx * bx + ky * by)) for bx, by in bonds)
pair_energy = 2 * abs(f_sum)


def band_sigma(energy, width):
    """Conductivity averaged over a window of photon energies."""
    i, j = np.nonzero(abs(pair_energy - energy) < width / 2)
    waves = [np.exp(1j * (kx[i, j] * bx + ky[i, j] * by)) for bx, by in bonds]
    f = sum(waves)
    vel2 = 0.0
    for axis in (0, 1):
        grad = sum(1j * b[axis] * w for b, w in zip(bonds, waves))
        vel2 = vel2 + (np.conj(f) * grad).imag ** 2 / abs(f) ** 2 / 2
    cell = 3 * np.sqrt(3) / 2
    return 2*np.pi/(cell*GRID**2)*np.sum(vel2 / pair_energy[i, j]) / width


photon = const.h * const.c / (LAM * 1e-9) / const.e
HOP = 2.7                                  # eV, rough typical hopping
LOW = 0.3
sigma = {}
# Law: sigma = (1/4)*(1 + energy^2/9 + fourth order). The tolerance is 0.5 %
# for the finite grid plus an allowance for the omitted fourth-order term.
for energy, width in ((LOW, 0.2), (0.6, 0.2), (photon / HOP, 0.1)):
    sigma[energy] = band_sigma(energy, width)
    mean_square = energy ** 2 + width ** 2 / 12
    law = 0.25 * (1 + mean_square / 9)
    assert abs(sigma[energy] / law - 1) < 0.005 + 0.03 * energy ** 4
sigma_low, sigma_green = sigma[LOW], sigma[photon / HOP]
c_band_sigma = contrast(D_OX, 4 * sigma_green * S)
z0 = 1 / (const.epsilon_0 * const.c)
assert abs(z0 * const.e ** 2 / (4 * const.hbar) / S - 1) < 1e-8

# --- sizes of neglected effects
FERMI, TEMP = 0.2, 300.0
blocking = 1 / (1 + np.exp((photon/2 - FERMI) * const.e / (const.k * TEMP)))
T_G, N_G = 0.335, 2.6 + 1.3j               # rough graphene thickness and index
s_index = -1j * K * T_G * (N_G ** 2 - 1)
c_thick = maxwell_contrast([oxide], film(S, T_G))
c_index = maxwell_contrast([oxide], (N_G ** 2, 1.0, T_G))
c_index_si = maxwell_contrast([], (N_G ** 2, 1.0, T_G))


def pupil_contrast(d, aperture):
    x, w = np.polynomial.legendre.leggauss(30)
    u = aperture * (x + 1) / 2
    total = [sum(np.sum(w * u * abs(sheet_r(d, s, u=u, pol=q)) ** 2)
                 for q in 'sp') for s in (0.0, S)]
    return 1 - total[1] / total[0]


assert abs(pupil_contrast(D_OX, 0.01) - contrast(D_OX)) < 1e-4
band = np.linspace(LAM - 30, LAM + 30, 61)
c_band = 1 - (np.sum(abs(sheet_r(D_OX, S, lam=band)) ** 2)
              / np.sum(abs(sheet_r(D_OX, 0.0, lam=band)) ** 2))
depth = LAM / (4 * np.pi * N_SI.imag) / 1000

# --- report
print(f"wavelength {LAM:.0f} nm, photon energy {photon:.3f} eV")
print(f"index: oxide {N_OX}, silicon {N_SI.real} + {N_SI.imag}i (rough)")
print(f"graphene sheet s = pi*alpha = {S:.5f}")
for d, a in account.items():
    print(f"--- oxide {d:.0f} nm")
    print(f"r0 = {a['r0'].real:.4f} {a['r0'].imag:+.4f}i, |r0| = {abs(a['r0']):.4f}")
    print(f"bare reflectance R0 = {100*abs(a['r0'])**2:.2f} %")
    print(f"E0 = {a['e0'].real:.4f} {a['e0'].imag:+.4f}i")
    print(f"|E0|^2 at graphene plane = {abs(a['e0'])**2:.4f}")
    print(f"|E|^2 at silicon surface = {a['e_si']:.4f}")
    print(f"antinode value (1+|r0|)^2 = {(1+abs(a['r0']))**2:.4f}")
    print(f"E0^2/r0 = {a['gain'].real:.4f} {a['gain'].imag:+.4f}i")
    print(f"phase factor = {phase_factor(a):.4f}")
    print(f"contrast: first order {100*a['lin']:.3f} %, full {100*a['c']:.3f} %")
    print(f"absorbed in graphene {100*a['absorbed']:.3f} % of incident")
    print(f"change of R {100*a['d_r']:+.3f} % of incident")
    print(f"change of flux into silicon {100*a['d_t']:+.3f} % of incident")
print("--- causes and thickness")
print(f"gain from field |E0|^2: {field_gain:.2f}; from 1/|r0|: {dim_gain:.2f}")
print(f"graphene {gap:.1f} nm above bare Si: contrast {100*c_lifted:.2f} %")
print(f"  |E0|^2 there = {abs(1+r_lifted)**2:.3f}, R0 = {100*abs(r_lifted)**2:.2f} %")
print(f"on plain dielectric n = {n_dim:.3f}: contrast {100*c_dim:.2f} %")
print(f"  |E0|^2 there = {(2/(1+n_dim))**2:.3f}, R0 = {100*rho**2:.2f} %")
print(f"quarter-wave oxide {quarter:.1f} nm, best found {best:.1f} nm")
print(f"best contrast {100*c_scan.max():.2f} %")
print(f"contrast above 5 % for oxide {good[0]:.0f} to {good[-1]:.0f} nm")
print(f"half-wave oxide {2*quarter:.1f} nm: contrast {100*c_half:.3f} %")
print("--- neglected effects (90 nm oxide unless stated)")
print(f"tight-binding sigma/(e^2/4hbar) at {LOW*HOP:.2f} eV: {4*sigma_low:.3f}")
print(f"  at {photon:.3f} eV with hopping {HOP} eV: {4*sigma_green:.3f}")
print(f"  contrast with that green sigma: {100*c_band_sigma:.2f} %")
print(f"blocking at E_F = {FERMI} eV, {TEMP:.0f} K: {blocking:.1e}")
print(f"film {T_G} nm thick, same s: contrast {100*c_thick:.2f} %")
print(f"rough index {N_G.real}+{N_G.imag}i: s = {s_index.real:.4f} {s_index.imag:+.4f}i")
print(f"  contrast {100*c_index:.2f} %; without oxide {100*c_index_si:.2f} %")
for na in (0.5, 0.8):
    print(f"aperture NA {na}: contrast {100*pupil_contrast(D_OX, na):.2f} %")
print(f"band {band[0]:.0f}-{band[-1]:.0f} nm: contrast {100*c_band:.2f} %")
print(f"oxide 85 nm: {100*contrast(85.0):.2f} %, 95 nm: {100*contrast(95.0):.2f} %")
print(f"native oxide 2 nm only: contrast {100*contrast(2.0):.3f} %")
print(f"absorption depth in silicon {depth:.2f} um")
print("no test failed")
```

It prints:

```
wavelength 550 nm, photon energy 2.254 eV
index: oxide 1.46, silicon 4.08 + 0.03i (rough)
graphene sheet s = pi*alpha = 0.02293
--- oxide 0 nm
r0 = -0.6063 -0.0023i, |r0| = 0.6063
bare reflectance R0 = 36.76 %
E0 = 0.3937 -0.0023i
|E0|^2 at graphene plane = 0.1550
|E|^2 at silicon surface = 0.1550
antinode value (1+|r0|)^2 = 2.5803
E0^2/r0 = -0.2556 +0.0040i
phase factor = -0.9999
contrast: first order -0.586 %, full -0.584 %
absorbed in graphene 0.352 % of incident
change of R +0.215 % of incident
change of flux into silicon -0.567 % of incident
--- oxide 90 nm
r0 = 0.3079 -0.0729i, |r0| = 0.3164
bare reflectance R0 = 10.01 %
E0 = 1.3079 -0.0729i
|E0|^2 at graphene plane = 1.7159
|E|^2 at silicon surface = 0.2206
antinode value (1+|r0|)^2 = 1.7329
E0^2/r0 = 5.3835 +0.6552i
phase factor = 0.9927
contrast: first order 12.342 %, full 11.783 %
absorbed in graphene 3.818 % of incident
change of R -1.180 % of incident
change of flux into silicon -2.639 % of incident
--- causes and thickness
gain from field |E0|^2: 11.07; from 1/|r0|: 1.92
graphene 137.5 nm above bare Si: contrast 9.35 %
  |E0|^2 there = 2.580, R0 = 36.76 %
on plain dielectric n = 1.926: contrast -3.39 %
  |E0|^2 there = 0.467, R0 = 10.01 %
quarter-wave oxide 94.2 nm, best found 94.0 nm
best contrast 12.04 %
contrast above 5 % for oxide 64 to 124 nm
half-wave oxide 188.4 nm: contrast -0.584 %
--- neglected effects (90 nm oxide unless stated)
tight-binding sigma/(e^2/4hbar) at 0.81 eV: 1.011
  at 2.254 eV with hopping 2.7 eV: 1.087
  contrast with that green sigma: 12.75 %
blocking at E_F = 0.2 eV, 300 K: 2.7e-16
film 0.335 nm thick, same s: contrast 11.79 %
rough index 2.6+1.3i: s = 0.0259 -0.0156i
  contrast 14.12 %; without oxide -0.65 %
aperture NA 0.5: contrast 11.31 %
aperture NA 0.8: contrast 9.88 %
band 520-580 nm: contrast 11.67 %
oxide 85 nm: 10.84 %, 95 nm: 12.02 %
native oxide 2 nm only: contrast -0.580 %
absorption depth in silicon 1.46 um
no test failed
```
